# Recovering the ground-state energy of a Fermi-smeared metal surface

Total energies of metal surfaces can be computed with fractional occupations near the Fermi level. This makes sums over k points converge faster, but it replaces the ground state by a state at an artificial temperature. The problem asks how to recover the ground-state energy, and when the recovery fails.

Let $\sigma=k_BT$ be the smearing width, an energy, and let the occupations be

$$f(\varepsilon)=\frac{1}{e^{(\varepsilon-\mu)/\sigma}+1}.$$

The entropy $S$ is in units of $k_B$, $E$ is the internal energy, and $F=E-\sigma S$ is the electronic free energy. The electron number $N$ and the nuclei are fixed, and the density of states $D$ counts both spins. The energy functional does not itself depend on $\sigma$. The electrons are treated in a mean field, as in Kohn-Sham theory.

## (a) How are $E$ and $F$ related as functions of $\sigma$?

**Problem.** Show that $S=-dF/d\sigma$ holds for a self-consistent calculation. Find what averaging $E$ and $F$ does to a term $c_p\sigma^p$ in $F$.

**Solution.** Regard $F$ as a function of all variables $x_i$ of the calculation, namely the occupations and the orbitals. The entropy is

$$S=-\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right],$$

with $i$ running over spin orbitals. In mean-field theory $\partial E/\partial f_i=\varepsilon_i$. Making $F$ stationary at fixed $\sum_i f_i=N$, with multiplier $\mu$, gives

$$\varepsilon_i-\sigma\ln\frac{1-f_i}{f_i}=\mu ,$$

which is the Fermi-Dirac function. The entropy does not depend on the orbitals, and at fixed occupations the mean-field equations make $E$ stationary with respect to orthonormal orbitals. The self-consistent state is therefore a stationary point of $F$ under its constraints. When $\sigma$ changes, the variables change too, but their contribution $\sum_i(\partial F/\partial x_i)(dx_i/d\sigma)$ vanishes, because the changes respect the constraints. The explicit dependence in $-\sigma S$ remains:

$$\frac{dF}{d\sigma}=-S,\qquad E=F+\sigma S=F-\sigma\frac{dF}{d\sigma}.$$

The average is

$$\bar E\equiv\frac{E+F}{2}=F-\frac{\sigma}{2}\frac{dF}{d\sigma}.$$

A term $c_p\sigma^p$ in $F$ becomes $(1-p)c_p\sigma^p$ in $E$ and $(1-p/2)c_p\sigma^p$ in $\bar E$. Averaging removes a quadratic term and no other power. Whether this helps depends on which powers occur.

## (b) Which powers occur for fixed bands?

**Problem.** Expand $F$ through $\sigma^4$ for fixed bands and a density of states that is smooth around the Fermi level.

**Solution.** Start at fixed $\mu$ with the grand potential

$$\Omega=-\sigma\int D(\varepsilon)\ln\left[1+e^{(\mu-\varepsilon)/\sigma}\right]d\varepsilon .$$

Define $\mathcal N(\varepsilon)=\int_{-\infty}^{\varepsilon}D$ and $M(\varepsilon)=\int_{-\infty}^{\varepsilon}\mathcal N$. Two integrations by parts, whose boundary terms vanish below the band and far above $\mu$, give

$$\Omega=-\int\mathcal N f\,d\varepsilon=-\int M(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .$$

With $\varepsilon=\mu+\sigma x$ the weight becomes $h(x)=e^{-x}/(1+e^{-x})^2$, which is even and has unit area. Odd powers of $x$ drop out. The even moments follow from expanding $h$ in powers of $e^{-x}$ for $x>0$:

$$\langle x^{2m}\rangle=2\sum_{k\ge1}(-1)^{k+1}k\int_0^\infty x^{2m}e^{-kx}dx=2(2m)!\sum_{k\ge1}\frac{(-1)^{k+1}}{k^{2m}} .$$

The sums are $\pi^2/12$ for $m=1$ and $7\pi^4/720$ for $m=2$, so $\langle x^2\rangle=\pi^2/3$ and $\langle x^4\rangle=7\pi^4/15$. Taylor expansion of $M$, with $M''=D$ and $M''''=D''$, gives

$$\Omega=-M(\mu)-a\sigma^2D(\mu)-\frac{7\pi^4}{360}\sigma^4D''(\mu)+\dots,\qquad a=\frac{\pi^2}{6}.$$

Now fix $N$. The free energy is $F=\Omega+\mu N$, taken where its derivative with respect to $\mu$ vanishes. Let $\mu_0$ be the zero-temperature Fermi level, so that $\mathcal N(\mu_0)=N$, and write $\mu=\mu_0+\delta$. Integrating $\varepsilon D$ by parts shows that $\mu_0N-M(\mu_0)=E_0$, the ground-state energy. The term linear in $\delta$ cancels because $M'(\mu_0)=N$. With derivatives of $D$ taken at $\mu_0$,

$$F=E_0-\tfrac12D\delta^2-a\sigma^2(D+D'\delta)-\frac{7\pi^4}{360}\sigma^4D''+\dots$$

Stationarity gives $\delta=-a\sigma^2D'/D$. The two terms containing $\delta$ then add to $-\tfrac12a^2\sigma^4D'^2/D+a^2\sigma^4D'^2/D=\tfrac12a^2\sigma^4D'^2/D$. Since $a^2/2=\pi^4/72$,

$$F=E_0-aD\sigma^2+c_4\sigma^4+\dots,\qquad c_4=\frac{\pi^4}{360}\left(\frac{5D'^2}{D}-7D''\right).$$

Part (a) now gives

$$E=E_0+aD\sigma^2-3c_4\sigma^4+\dots,\qquad \bar E=E_0-c_4\sigma^4+\dots$$

The internal energy lies above $E_0$, since electrons have been excited. The free energy lies below it by the same amount at leading order, since the entropy term is twice as large as the excitation energy. In an energy difference between two surface structures, such as two adsorption sites, the quadratic error of $F$ is $-a\sigma^2\Delta D$; it cancels without averaging only if the two densities of states agree.

## (c) Does self-consistency spoil the cancellation?

**Problem.** Let the potential respond to the smearing. Find the change in the expansion for layers with electron numbers $n_l$ and charging energy $\frac U2\sum_l(n_l-\bar n)^2$.

**Solution.** The quadratic term follows from the entropy. At leading order $S=2aD\sigma$, with $D$ taken in the zero-temperature potential. The potential is driven by terms in $\sigma^2$, so on a smooth branch it changes by order $\sigma^2$, which alters $S$ at order $\sigma^3$. Integrating $dF/d\sigma=-S$ leaves $-aD\sigma^2$ untouched.

The fourth-order change can be found explicitly in the layer model. The layer potential is $w_l=U(n_l-\bar n)$. The band free energy $F_b(w)$ counts $\sum_lw_ln_l$, which must be replaced by the charging energy. Inserting $n_l=\bar n+w_l/U$,

$$F=F_b(w)-\bar n\sum_lw_l-\frac{1}{2U}\sum_lw_l^2 .$$

This is stationary in $w$, because $\partial F_b/\partial w_l=n_l$. Let $y$ be the deviation of $w$ from its zero-temperature value, $g_l=\partial D/\partial w_l$ and $\chi_{lm}=\partial n_l/\partial w_m$, all at fixed $N$. The terms containing $y$ are

$$-a\sigma^2g^Ty-\tfrac12y^T\left(\tfrac1U-\chi\right)y .$$

Stationarity gives $(1/U-\chi)y=-a\sigma^2g$. The quadratic term then cancels half of the linear one, leaving $-\frac12a\sigma^2g^Ty$, so that

$$c_4\to c_4+\tfrac12a^2g^T\left(\tfrac1U-\chi\right)^{-1}g .$$

Self-consistency therefore enters at fourth order.

## (d) How large are the errors for a metal film with a deposited layer?

**Problem.** Take three square-lattice layers with hopping $t=1$ eV within and between layers. The third, deposited, layer has its level at $-1$ eV and the others at zero. Let $U=2$ eV and $N=1.2$ electrons per three-atom surface cell, so $\bar n=0.4$. Compare $E$, $F$ and $\bar E$ with $E_0$.

**Solution.** In-plane and perpendicular motion separate. The band energies are $\lambda_j-2t(\cos k_x+\cos k_y)$, where $\lambda_j$ are the eigenvalues of the $3\times3$ layer matrix. A chain has density of states $1/(\pi\sqrt{4t^2-\varepsilon^2})$ per spin. Averaging it over the second direction gives the square-lattice function

$$g_{\square}(x)=\int\frac{dk}{2\pi}\,\frac{1}{\pi\sqrt{4t^2-(x+2t\cos k)^2}},$$

taken where the root is real. This is a complete elliptic integral, and $D(\mu)=2\sum_jg_{\square}(\mu-\lambda_j)$. Numerical integration of this density of states, iterated to self-consistency, gives $\lambda_j=-1.749,\,-0.438,\,1.187$ eV, $\mu_0=-2.355$ eV and $E_0=-4.3438$ eV per cell. The deposited layer holds 0.50 electrons.

At the Fermi level $D=0.7243$ eV$^{-1}$, $D'=0.2343$ eV$^{-2}$ and $D''=0.3144$ eV$^{-3}$ per cell. Hence $aD=1.645\times0.7243=1.191$ eV$^{-1}$, and

$$c_4=0.2706\,(0.379-2.201)=-0.493\ \text{eV}^{-3}$$

for fixed bands. Self-consistency adds only $0.0006$ eV$^{-3}$ here.

The smeared energies come from self-consistent sums over $480\times480$ k points. Errors relative to $E_0$, in meV per cell, are:

| $\sigma$ (eV) | $E-E_0$ | $F-E_0$ | $\bar E-E_0$ | $-c_4\sigma^4$ |
|---|---|---|---|---|
| 0.05 | 2.988 | −2.982 | 0.003 | 0.003 |
| 0.10 | 12.01 | −11.96 | 0.027 | 0.049 |
| 0.20 | 47.02 | −47.76 | −0.37 | 0.79 |

At 0.10 eV the quadratic estimate is $1.191\times0.01=11.9$ meV, and averaging reduces the error to about 0.03 meV. The fourth-order law describes the remainder at 0.05 eV. At 0.10 eV it is already off by nearly a factor of two, and at 0.20 eV it has the wrong sign.

One cause is a band edge. The third subband starts $d=0.458$ eV below $\mu_0$, with a step in $D$. Near its bottom the band is $tk^2$, so the step is $\Delta D=2/(4\pi t)=0.159$ eV$^{-1}$. Subtracting the zero-temperature value from $\Omega$ gives, at fixed $\mu$,

$$\Omega(\sigma)-\Omega(0)=-\sigma\int D(\varepsilon)\ln\left[1+e^{-|\varepsilon-\mu|/\sigma}\right]d\varepsilon .$$

Compared with a smooth continuation of $D$, states of density $\Delta D$ are missing beyond distance $d$. A small change in $\Omega$ at fixed $\mu$ equals that in $F$ at fixed $N$, so for $d\gg\sigma$

$$\delta F\simeq\Delta D\,\sigma^2e^{-d/\sigma},\qquad \delta\bar E\simeq-\tfrac12\Delta D\,\sigma d\,e^{-d/\sigma}.$$

No power of $\sigma$ represents this term, so the series of part (b) is asymptotic. The formula gives $-0.04$ meV at 0.10 eV and $-0.74$ meV at 0.20 eV, where $d/\sigma$ is only 2.3. Continuing the third subband smoothly below its edge, at fixed bands, gives the term directly as $-0.039$ and $-0.81$ meV; without the edge $\bar E-E_0$ would be $+0.066$ and $+0.44$ meV, so the edge term produces the change of sign. It has the sign and size needed to compete with $-c_4\sigma^4$, but their sum does not reproduce the table. Higher powers also contribute, as does the saddle-point singularity of the lowest subband, 0.61 eV above $\mu_0$; these contributions are not separated here. Since $\bar E-E_0$ changes sign between 0.10 and 0.20 eV, its smallness at one width is no measure of its size at another.

## (e) Do the forces share the cancellation?

**Problem.** Find the smearing error of the Hellmann-Feynman force on a coordinate $R$, and evaluate it for the deposited layer.

**Solution.** The argument of part (a), with $R$ in place of $\sigma$, shows that the force computed from the occupied states at fixed occupations and orbitals is $-dF/dR$. Thus

$$-\frac{dF}{dR}=-\frac{dE_0}{dR}+a\sigma^2\frac{dD}{dR}+O(\sigma^4).$$

The average has a different derivative,

$$\frac{d\bar E}{dR}=\frac{dF}{dR}+\frac\sigma2\frac{dS}{dR},$$

and since $S\simeq2aD\sigma$, the added term removes the quadratic error. The usual force does not contain it.

Let the hopping $t_s$ between the deposited layer and the film fall as $e^{-(z-z_0)/\ell}$ with their separation $z$, where $\ell=0.1$ nm and $t_s=1$ eV at $z_0$. Then $-dF/dz=(t_s/\ell)\,dF/dt_s$, with $t_s/\ell=10$ eV/nm. The self-consistent slopes are $dF/dt_s=-0.468373$ at $\sigma=0.10$ eV and $dE_0/dt_s=-0.467195$. The force error is $10\times(-0.00118)$ eV/nm, or about $-12$ meV/nm. It is 0.25% of the band force of $-4.7$ eV/nm, which in a real film is opposed by a repulsion that this model omits. Differentiating $\bar E$ numerically leaves about $-0.9$ meV/nm. This remainder does not follow $\sigma^4$ at this width: at 0.05 eV it is $+0.05$ meV/nm, of the opposite sign.

Relaxation with the usual forces finds the minimum of $F$. Near a minimum with stiffness $K$, this displaces $R$ by $a\sigma^2(dD/dR)/K$. The resulting rise in energy is $a^2\sigma^4(dD/dR)^2/(2K)$, of fourth order. Evaluating $\bar E$ at that geometry therefore keeps the energy free of quadratic error, provided $K$ is not small.

## (f) When does averaging fail?

**Problem.** Examine a partly filled degenerate level and a logarithmic singularity of $D$ at the Fermi level.

**Solution.** Take fixed levels of noninteracting electrons, and let a partly filled degenerate level be separated from all others by much more than $\sigma$. Its occupations, and hence $E=E_0$ and $S$, stay constant as $\sigma\to0$. Then $F=E_0-\sigma S$ is linear in $\sigma$, and part (a) with $p=1$ shows that averaging halves the error. A four-site ring with $t=1$ eV has levels $-2t,0,0,2t$. With four electrons, the four spin orbitals at zero are half filled and $S=4\ln2$. At $\sigma=0.05$ eV, $F-E_0=-139$ meV and $\bar E-E_0=-69$ meV. Here $E$ itself is the right estimate. With interacting electrons the level can split and lower the ground state; $E$ at equal occupations then lies above $E_0$.

For one half-filled square-lattice layer with fixed bands, $\mu=0$ at every $\sigma$ by symmetry. The band has two saddle points at this energy, near which $\varepsilon=t(q_1^2-q_2^2)=tuv$, with $u=q_1-q_2$, $v=q_1+q_2$ and $dq_1dq_2=\frac12du\,dv$. With a cutoff $|u|,|v|<\Lambda$, each saddle gives, per spin,

$$\frac{1}{8\pi^2}\int\frac{du}{t|u|}=\frac{1}{4\pi^2t}\ln\frac{t\Lambda^2}{|\varepsilon|}.$$

Two saddles and two spins make $D\simeq(\pi^2t)^{-1}\ln(W/|\varepsilon|)$, where $W$ is a constant. Insert this in the formula for $\Omega(\sigma)-\Omega(0)$, put $\varepsilon=\sigma y$, and use $\int\ln(1+e^{-|y|})dy=\pi^2/6$. To leading order for small $\sigma$, the result is

$$F=E_0-A\sigma^2\ln\frac B\sigma,\qquad A=\frac{1}{6t},$$

where $B$ absorbs the constants. Since $-\frac\sigma2\frac{dF}{d\sigma}=A\sigma^2\ln(B/\sigma)-\frac12A\sigma^2$,

$$\bar E=E_0-\frac{\sigma^2}{12t}.$$

The logarithm cancels, but a quadratic error survives. At $\sigma=0.05$ eV it is $-0.0025/12$ eV $=-0.208$ meV, and the k-point sum also gives $-0.208$ meV.

Averaging also cannot repair a coarse mesh. For the film of part (d), a $12\times12$ mesh shifted by half a spacing from $k=0$, with the potential held at its zero-temperature form, gives $\bar E-E_0=-0.8$, $-2.3$ and $-2.2$ meV at $\sigma=0.02$, 0.10 and 0.20 eV, using the expression for $F$ of part (c) at that fixed $w$. Self-consistency on the same mesh gives $-0.5$, $-2.2$ and $-2.2$ meV. At 0.10 eV this is far more than the 0.03 meV left on the fine mesh.

## (g) What does the result mean for a growing metal layer?

**Problem.** Relate the model to a real metal and to the growth temperature.

**Solution.** The model's density of states of 0.24 per eV and atom is of the same order as that of aluminium, which has roughly 0.4. The occupied band of aluminium is roughly 11 eV wide, against 3.4 eV here, so this is not a calculation of aluminium. With 0.4 per eV the quadratic error at $\sigma=0.10$ eV would be 6.6 meV per atom instead of 4.0. A smooth $D$ is an assumption that can fail in real films: thin layers have subband edges and can have surface states. In this model an edge 0.46 eV away already gives the average a term comparable with $-c_4\sigma^4$ at 0.10 eV, though both are below 0.1 meV.

The average estimates the ground-state energy, not the thermodynamic potential of growth. At 900 K, high for aluminium, $k_BT=0.0776$ eV, and the physical electronic contribution $F-E_0$ is $-7.2$ meV per cell. It belongs in a free energy at that temperature and should then be kept. Lattice motion is also omitted: three classical harmonic atoms carry $9k_BT=0.70$ eV of thermal energy. In this classical limit the energy does not depend on the vibration frequencies $\omega_i$, so it cancels when surfaces with the same atoms are compared; quantum corrections leave a small difference. With a Debye temperature of 428 K they total about 8 meV for three atoms at 900 K, and softening the modes of one atom by 20% changes them by about 1 meV. The classical vibrational free energy $k_BT\sum_i\ln(\hbar\omega_i/k_BT)$ does depend on them, and its difference must be calculated separately.
